Why eddy currents carry heat between good metals at small gaps

**Two metals in contact**

Let metal fill all space, with the half z<0 slightly hotter than the half z>0. The metal is non-magnetic and local: the current at a point depends on the field at that point. How much heat does the fluctuating electromagnetic field carry across the plane z=0?

Take first the transverse-electric (TE) waves, whose electric field E points along y, in the plane, while the wave varies as exp(ikx−iωt). Such a field drives closed current loops and piles up no charge. These are eddy currents. If Ohm's law holds with conductivity σ and the displacement current is negligible, Maxwell's equations give

E″ − κm²E = −iωμ0J, κm² = k² − iωμ0σ = k² − 2i/δ²,

where δ=√(2/(μ0σω)) is the skin depth and J the thermal noise current. Write κm=p−iq with p,q>0, so that

p² − q² = k², 2pq = 2/δ² = ωμ0σ.

A current sheet at z′ produces the field iωμ0J exp(−κm|z−z′|)/(2κm).

A resistor of conductance G has current noise 4ΘG per hertz, with Θ=ħω/(e^{ħω/kBT}−1); the zero-point part cancels between bodies. For a small block this means a current-density noise 4Θσ per unit volume. The field of the left half dissipates σ⟨E²⟩ in the right half. With df=dω/2π and d²k/(4π²)=k dk/(2π), the heat flux from left to right is

∫dω/(4π²) Θ ∫k dk 𝒯,

𝒯 = 4(ωμ0σ)² ∫₀^∞dz ∫_{−∞}^0dz′ exp(−2p(z−z′))/(4|κm|²).

The double integral of the exponential is 1/(4p²). Since ωμ0σ=2pq,

𝒯 = 4·4p²q²/(16p²|κm|²) = q²/(p²+q²).

Set u=k² and a=2/δ². Then p²+q²=|κm²|=√(u²+a²) and q²=(√(u²+a²)−u)/2, so

𝒯 = ½[1 − u/√(u²+a²)].

For kδ≫1 this falls as 1/(kδ)⁴. That is the reason for the plateau: eddy currents patterned more finely than δ hardly transmit heat, even at contact. With k dk=du/2, the mode sum I=∫k dk 𝒯 is

I_TE(0) = ¼[u − √(u²+a²)]₀^∞ = a/4 = 1/(2δ²) = μ0σω/4.

It is finite. A vacuum gap shrinking to zero must approach this value, because a TE wave meets no interface between two touching pieces of the same non-magnetic metal.

**The plateau as blackbody radiation inside a metal**

For a general local permittivity ε, with k0=ω/c, we have κm²=k²−εk0². The derivation is unchanged if σ means the dissipative part of the conductivity. The integration variable becomes u=k²−ε′k0², which starts at −ε′k0², and a=ε″k0². Hence

I_TE(0) = ¼k0²(|ε|+ε′) = ½n′²k0²,

because √ε=n′+in″ gives |ε|=n′²+n″² and ε′=n′²−n″². One polarization of blackbody radiation in vacuum has 𝒯=1 for k<k0 and therefore the mode sum k0²/2. The TE plateau is the same quantity multiplied by n′². A good conductor has large n′, although its far-field emission is weak because its surface reflects. At contact that TE reflection is gone.

In the ohmic case the thermal integral can be done. At fixed σ the flux of one body is

(μ0σ/16π²) ∫dω ħω²/(e^{ħω/kBT}−1) = ζ(3)μ0σ(kBT)³/(8π²ħ²),

because ∫x²dx/(eˣ−1)=2ζ(3). Differentiating with respect to T gives the conductance

h = 3ζ(3)μ0σkB³T²/(8π²ħ²).

Electron inertia matters once ωτ, with τ the relaxation time, is not small. The Drude conductivity is σ/(1−iωτ), with σ=ε0ωp²τ. Put x=ωτ and neglect the 1 in ε:

εk0² = (ωp²/c²)(ix−x²)/(1+x²),

I_TE(0) = (ωp²/4c²)[x/√(1+x²) − x²/(1+x²)].

For small x this returns μ0σω/4. For large x it tends to ωp²/(8c²x²): the currents become mainly inductive and dissipate little. With s=x/√(1+x²), the bracket is s−s², largest at s=½, or ωτ=1/√3. At fixed ω and ωp, a cleaner metal therefore transmits more at contact up to this point and less beyond it.

**Opening the gap**

Across a vacuum gap d the fields vary as exp(±κz), with κ=√(k²−k0²). It is convenient to treat each metal as a circuit element with surface impedance Z, the ratio of tangential E to tangential H, signed so that power flows into the metal. Faraday's law gives for TE

Z = −iωμ0/κm, Re Z = ωμ0q/|κm|².

For the transverse-magnetic (TM) waves, whose H lies along y, Ampère's law gives Z=iκm/(ωε0ε). Replacing κm by κ and ε by 1 yields the vacuum impedance Z0.

The noise of this element follows from its loss. Let e(z) be the field in the metal when unit H is applied at its surface. By reciprocity, noise currents produce the surface field ∫J·e dz when the surface H is held at zero. Its noise is 4Θσ∫|e|²dz, and by the Poynting theorem σ∫|e|²dz=Re Z. Each metal is thus a source with noise 4Θ Re Z behind an impedance Z.

Let H_d be the magnetic field at the cold surface, where E=ZH_d. Carrying the fields back through the vacuum gives at the hot surface

E(0) = (Z cosh κd + Z0 sinh κd)H_d,

H(0) = (cosh κd + (Z/Z0) sinh κd)H_d.

The source field is E(0)+ZH(0), and the absorbed power is Re Z |H_d|². Therefore

𝒯 = 4(Re Z)²/|2Z cosh κd + (Z0+Z²/Z0) sinh κd|².

Inserting the TE impedances and multiplying numerator and denominator by |κm|⁴/(4ω²μ0²) gives

𝒯_TE = q²/|κm cosh κd + (κm²+κ²) sinh(κd)/(2κ)|².

At d=0 the earlier result returns. As a test at finite gap, the wave equation was solved on a grid with noise currents throughout one metal. For kδ=0.8 and d=0.5δ it gave 𝒯=0.15844; the formula gives 0.15848.

**How slowly the heat flow levels off**

Take the ohmic metal with d≪δ. The important k are near 1/δ, far above k0, so κ=k. To first order in d the denominator is |κm+(κm²+k²)d/2|², and

𝒯 = (q²/|κm|²){1 − d Re[κm+k²/κm]} = (q²/|κm|²){1 − pd(1+k²/|κm|²)}.

Measure lengths in δ. Then q=1/p and k²=p²−1/p², with p running from 1 to ∞, and

k dk = (p⁴+1)/p³ dp, q²/|κm|² = 1/(p⁴+1), 1+k²/|κm|² = 2p⁴/(p⁴+1).

The loss of mode sum is d times

∫₁^∞ 2p²/(p⁴+1) dp = 2∫₀¹dt/(1+t⁴), t=1/p.

Split 1/(1+t⁴) into half of (1+t²)/(1+t⁴) plus half of (1−t²)/(1+t⁴). With t−1/t as variable the first fraction integrates to π/(2√2); with t+1/t the second gives ln(1+√2)/√2. Dividing the loss by the contact value ½ and restoring δ,

I_TE = (1/2δ²)[1 − C d/δ + …], C = [π+2ln(1+√2)]/√2 ≈ 3.47.

Being merely below the skin depth is thus not enough. To first order, coming within 10% of the plateau requires d≈0.1δ/3.47≈0.03δ.

In the opposite case, δ≪d≪1/k0, the relevant κ is near 1/d, so |κm|≫κ and the term κm² sinh(κd)/(2κ) dominates. With q=1/δ and |κm|⁴=4/δ⁴,

𝒯_TE = κ²δ²/sinh²κd,

I_TE = (δ²/d⁴)∫₀^∞y³dy/sinh²y = (3ζ(3)/2)δ²/d⁴.

The integral follows by parts: it equals 3∫y²(coth y−1)dy, with coth y−1=2Σe^{−2ny}. Dependence on the conductivity has reversed. At contact I_TE grows as σ; across a wide gap it falls as 1/σ, because a better conductor excludes the field more completely.

The thermal average adds a logarithm. At low frequency ∂Θ/∂T tends to kB and δ² varies as 1/ω, so the integrand goes as dω/ω down to the frequency at which δ(ω)=d. Below that frequency the plateau law takes over and ends the growth.

**Why the other polarization loses**

TM waves have an electric field normal to the surface. Surface charge screens it, leaving little field inside to drive lossy currents. Put A=κm/ε. The common factor i/(ωε0) cancels from the impedances, and

𝒯_TM = 4(Im A)²/|2A cosh κd + (κ+A²/κ) sinh κd|².

For an ohmic metal ε=2i/(k0²δ²), and for k≪1/δ we have κm=(1−i)/δ. This gives 2A=−(1+i)g with g=k0²δ. If also κd≪1 and gd≪1,

𝒯_TM = g²/[(κ²d−g)²+g²].

The peak at κ²=g/d is a slow wave guided by the gap. Integrating over κ² from −k0², which includes the propagating waves, gives

I_TM = ½∫𝒯_TM d(κ²) = (k0²δ/2d)[π/2+arctan(1+d/δ)].

The peak must lie at k≪1/δ, which requires d≫k0²δ³.

For d≪δ the bracket is 3π/4, for d≫δ it is π. Hence at one frequency

I_TE/I_TM = 4d/(3πk0²δ³) for k0²δ³≪d≪δ,

I_TE/I_TM = 3ζ(3)δ/(πk0²d³) for δ≪d≪1/k0.

At one frequency in the ohmic metal, TE transfer dominates between a lower gap of several times k0²δ³ and an upper one of order (δ/k0²)^{1/3}. The lower factor is about 5 to 7 for k0δ from 10⁻² to 10⁻⁴, larger than the first ratio suggests, because the d⁻² TM term described below already contributes there. The window is wide because k0δ≪1 in a good metal. Below it the TM part continues to grow: for k≫1/δ, A≈k/ε and 𝒯_TM≈4(Im 1/ε)²/sinh²kd, whose mode sum scales as d⁻². This form fails for kd below about 1/|ε|. For d below about k0²δ³ this is what cuts off the integral, and it leaves a factor logarithmic in |ε|, not in d. The total heat flow therefore has a TE plateau over a range of gaps, not a finite limit at d=0.

**Gold-like plates near room temperature**

Take two thick plates near 300 K with rough typical values for gold: resistivity 22 nΩ m, τ=27 fs and Fermi velocity v=1.4×10⁶ m/s. The thermal frequency kBT/ħ is 3.93×10¹³ rad/s, so ωτ=3.93×10¹³×27×10⁻¹⁵=1.06. The ohmic skin depth there is 30 nm, and the Drude field depth 27 nm.

The ohmic formula predicts a plateau of 5.6×10⁴ W/(m² K), but the Drude model gives 2.7×10³, a factor 0.048. The contact formula shows why. Relative to the ohmic law, its bracket divided by x is 0.21 at ωτ=1 and 0.016 at ωτ=3, and both frequencies lie in the thermal range. The Drude plateau is still more than 400 times the blackbody conductance of 6.1 W/(m² K).

At a 10 nm gap the local model gives 1.2×10³ W/(m² K) for TE and 5.1 for TM, a ratio of about 240. At 100 nm the values are 53 and 0.52. The TE part reaches half its plateau at 8.6 nm and 90% at 1.0 nm, far below the skin depth, as the slope C leads one to expect.

Near 300 nm it falls as d to the power −3.0, not −4. Three effects act in this direction. The thermal logarithm grows with d; the neglected term κm cosh κd still reduces transmission at ten skin depths, less so as d increases; and κ² is not yet quite negligible beside |κm²|. Their shares were not separated.

The two polarizations are equal at about 1.1 µm. The ohmic estimate at kBT/ħ, where 1/k0=7.63 µm, is

d = [1.15×0.030×7.63²]^{1/3} µm ≈ 1.3 µm.

The formal lower crossing is at 34 pm, smaller than an atom. The single-frequency ohmic scale k0²δ³, about 0.5 pm at kBT/ħ, is a poor guide to it: the thermally averaged ohmic metal crosses near 5 pm, and the Drude TE plateau is about 20 times lower than the ohmic one. It says that the continuum model must fail before local TM absorption can win.

**What the local model leaves out**

The electron mean free path ℓ=vτ is 38 nm, longer than the field depth, so the current at a point depends on the field along an electron's path. For a transverse field of total wavevector K, an electron moving at angle cosine μ to K responds with the factor 1/(1−iωτ+iKℓμ). Weighting by its squared velocity along the field gives

σ_t(K) = (3σ/4)∫_{−1}^1 (1−μ²)dμ/(1−iωτ+iKℓμ).

If the surface reflects electrons specularly, the metal can be continued as its mirror image, with a kink 2E′(0) in the slope of E. A Fourier transform along z, with q now denoting the wavenumber in that direction, then gives

E(0)/[−E′(0)] = (2/π)∫₀^∞dq/[q²+k²−iωμ0σ_t(K)], K²=k²+q².

This replaces 1/κm in the TE impedance; for constant σ_t it reduces to it. The plateau rises to 3.6×10³ W/(m² K), 36% above the local one. At 10 nm the TE value becomes 1.5×10³, or 25% more, and at 100 nm 58, or 8% more. A plausible cause is that electrons moving in phase with the field absorb energy without collisions; this was not isolated.

TM fields also excite electron–hole pairs near the surface. For ω≪Kv the collisionless longitudinal response is

ε_l = 1+(ks²/K²)[1+iπω/(2Kv)], ks²=3ωp²/v².

Its imaginary part comes from electrons that keep pace with the wave. The same mirror construction, applied to the potential, replaces A by kG, where G=(2k/π)∫₀^∞dq/(K²ε_l), and κ by k. With G expanded to first order in Im ε_l, this TM part is 3.7 W/(m² K) at 3 nm, about 120 at 1 nm and about 840 at 0.5 nm. Keeping ε_l unexpanded lowers these values by about 16%, 6% and 3%; at 3 nm the condition ω≪Kv is only marginally met, so that value is rough. At 1 nm it is about 4% of the nonlocal TE value of 3.2×10³. It is not the whole TM flow: the ordinary resistive loss of TM currents, which gives 17 W/(m² K) at 3 nm in the local model, is not included.

Electrons can also tunnel. For a rectangular barrier of height φ=5 eV, a rough work function, and b=√(2mφ)/ħ, summing exp(−2d√(b²+k²)) over lateral momenta gives the electrical conductance per area

(2e²/h_P)(e^{−2bd}/2π)[b/(2d)+1/(4d²)],

where h_P is Planck's constant and the transmission prefactor is set to one; the exact rectangular barrier with a Fermi energy of 5.6 eV gives values about four times larger. Multiplication by π²kB²T/(3e²) converts it to heat conductance: 0.06 W/(m² K) at 1 nm, but 1.2×10⁴ at 0.5 nm. In this estimate tunnelling overtakes the TE plateau between these gaps. The rectangular barrier leaves out the image force, which lowers and thins the barrier and can raise both values by orders of magnitude; they are not predictions for real gold surfaces.

In these models, then, nonlocal response already raises the TE heat flow by about a quarter at 10 nm. Roughness, tilt, diffuse electron scattering at the surface and phonon transfer near contact are also left out and have not been sized here; roughness of a nanometre would by itself blur the approach to the plateau. The values above are results of the stated models, not measured conductances. The full set is in the numerical output.

Calculated quantities

```
temperature: 300 K
resistivity (rough): 22 nOhm m
relaxation time (rough): 27 fs
Fermi velocity (rough): 1.40e+06 m/s
work function (rough): 5.0 eV
plasma energy hbar*omega_p: 9.08 eV
thermal frequency kT/hbar: 3.928e+13 rad/s
omega*tau at kT/hbar: 1.060
reduced thermal wavelength c/omega: 7.63 um
ohmic skin depth at kT/hbar: 29.9 nm
Drude field depth at kT/hbar: 27.4 nm
electron mean free path: 37.8 nm
small-gap slope constant C: 3.4679
TE transmission, volume currents: 0.15844
TE transmission, network formula: 0.15848
blackbody conductance: 6.124 W/(m2 K)
ohmic TE plateau: 5.556e+04 W/(m2 K)
Drude TE plateau: 2664 W/(m2 K)
Drude/ohmic plateau ratio: 0.0480
Drude plateau/blackbody: 435.1
nonlocal TE plateau: 3610 W/(m2 K)
nonlocal/Drude plateau ratio: 1.355
gap nm | TE local | TM local | TE nonlocal, W/(m2 K)
    1 | 2404 | 51.63 | 3232
    3 | 2012 | 17 | 2653
   10 | 1220 | 5.108 | 1525
   30 | 439 | 1.721 | 510
  100 | 53.49 | 0.5246 | 57.84
  300 | 3.015 | 0.1767 | 3.143
 1000 | 0.06337 | 0.05334 | 0.06483
TE falloff exponent at 1 nm: 0.096
TE falloff exponent at 300 nm: 2.957
gap for 90% of local TE plateau: 1.02 nm
gap for 50% of local TE plateau: 8.63 nm
lower TE=TM gap (formal, local): 34.21 pm
upper TE=TM gap (local): 1.07 um
TM electron-hole part at 0.5 nm: 844 W/(m2 K)
TM electron-hole part at 1.0 nm: 123 W/(m2 K)
TM electron-hole part at 3.0 nm: 3.71 W/(m2 K)
tunnelling heat at 0.5 nm: 1.19e+04 W/(m2 K)
tunnelling heat at 1.0 nm: 0.0606 W/(m2 K)
```
